# Gaussian Core Potentials Sharing One Valence Eigenvalue: Radius and Polarizability

## Problem

One valence electron moves around a core of charge $Q>0$. The core is replaced by the local potential

$$V(r)=-\frac{Q}{r}+A\,g(r),\qquad g(r)=e^{-\alpha r^2},\quad \alpha>0,$$

which acts alike on all angular momenta. Hartree atomic units are used. Core polarization and spin–orbit coupling are left out, so the valence energy is the orbital eigenvalue. The potential is fitted to one number: its lowest s level must equal a prescribed $\varepsilon<0$.

1. Show that for each $\alpha$ exactly one $A$ meets this condition. Find the sign of $A(\alpha)$ and the slope $dA/d\alpha$. Is there an $\varepsilon$ for which the family collapses to a single potential?
2. Determine how $\langle r\rangle$ changes along the family. What does the fitted eigenvalue fix in the outer part of the orbital, and what does it leave free?
3. Derive an equation for the static dipole polarizability $\alpha_d$ and a lower bound in terms of $\langle r^2\rangle$.
4. For $-Q^2/2<\varepsilon<0$, find the limits $\alpha\to0$ and $\alpha\to\infty$.
5. Evaluate the family for $Q=1$, $\varepsilon=-0.2$ hartree. Can a second reference level select one member?

## Solution

### 1. One eigenvalue leaves a curve

Write the s orbital as $\psi=u(r)Y_{00}/r$, with $u(0)=0$ and $\int_0^\infty u^2dr=1$. Then

$$-\tfrac12u''+Vu=Eu,\qquad \langle q\rangle=\int_0^\infty q\,u^2\,dr .$$

Let $E(A,\alpha)$ be the lowest level. It exists and is negative for every $A$: a trial function spread over $L<r<2L$ has kinetic energy of order $1/L^2$, a Coulomb energy of order $-Q/L$ and a negligible Gaussian energy when $L$ is large.

**Uniqueness.** By the Hellmann–Feynman theorem,

$$\frac{\partial E}{\partial A}=\langle g\rangle>0 ,$$

so $E$ rises strictly with $A$ and can equal $\varepsilon$ at most once.

**Existence.** As the minimum of expectation values linear in $A$, $E$ is concave in $A$ and hence continuous. It remains to find its range.

For a fixed trial function $\phi$, $E\le\langle\phi|T-Q/r|\phi\rangle+A\langle\phi|g|\phi\rangle$, which tends to $-\infty$ as $A\to-\infty$.

For $A\to+\infty$ a lower bound is needed. Expanding a square and integrating by parts gives

$$0\le\int\Big(u'-\frac{u}{2r}\Big)^2dr=\int u'^2dr-\frac12\int\frac{u^2}{r^2}dr+\frac14\int\frac{u^2}{r^2}dr ,$$

because $\int uu'/r\,dr=\frac12\int(u^2)'/r\,dr=\frac12\int u^2/r^2\,dr$. The kinetic energy $\frac12\int u'^2dr$ is therefore at least $\langle1/(8r^2)\rangle$, and

$$E\ge\inf_r\Big[\frac1{8r^2}-\frac Qr+A\,g(r)\Big].$$

The first two terms are never below $-2Q^2$, their value at $r=1/(4Q)$. Let $r_A=\sqrt{\ln A/(2\alpha)}$, where $Ag=\sqrt A$. For $r<r_A$ the bracket exceeds $\sqrt A-2Q^2$, which is positive once $A>4Q^4$. For $r\ge r_A$ it is at least $-Q/r_A$. Thus $-Q/r_A\le E<0$, and $E\to0$.

So $E$ runs continuously from $-\infty$ to $0$, and each $\alpha$ has exactly one $A(\alpha)$. The two-parameter potential keeps one free parameter; further Gaussians would leave more freedom.

**Sign and exception.** At $A=0$ the level is hydrogenic, $E=-Q^2/2$. Since $E$ rises with $A$:

- $\varepsilon>-Q^2/2$ requires $A>0$, a repulsive core;
- $\varepsilon<-Q^2/2$ requires $A<0$;
- $\varepsilon=-Q^2/2$ requires $A=0$ for all $\alpha$, and the family is a single potential.

**Slope.** Since $\partial V/\partial\alpha=-Ar^2g$, keeping $E$ fixed means

$$0=\frac{dA}{d\alpha}\langle g\rangle-A\langle r^2g\rangle,\qquad
\frac{dA}{d\alpha}=A\,r_0^2,\qquad r_0^2\equiv\frac{\langle r^2g\rangle}{\langle g\rangle}.$$

A narrower Gaussian must be stronger.

### 2. The mean radius

Along the curve the potential changes at the rate

$$\dot V=\frac{dA}{d\alpha}g-Ar^2g=A\,g\,(r_0^2-r^2),\qquad\langle\dot V\rangle=0,$$

where a dot means $d/d\alpha$ at fixed $\varepsilon$. For $A>0$ the potential rises inside $r_0$ and falls outside.

The lowest $u$ has no zero at $r>0$, so we may write $\dot u=uf$. Differentiating $u''=2(V-\varepsilon)u$ gives $(uf)''=2(V-\varepsilon)uf+2\dot Vu$. On the left, $(uf)''=u''f+2u'f'+uf''$, and $u''f$ cancels the first term on the right. Multiplying the rest by $u$,

$$(u^2f')'=2u^2\dot V,\qquad f'=\frac{2D}{u^2},\qquad D(r)=\int_0^r u^2\dot V\,dr' .$$

For $A>0$, $D$ rises from zero up to $r_0$ and then falls back to zero at infinity, since $\langle\dot V\rangle=0$. Hence $D>0$ at every finite $r>0$, and $f$ increases everywhere.

Normalization gives $\langle f\rangle=0$. For any increasing function $q(r)$ with a finite mean,

$$\frac{d\langle q\rangle}{d\alpha}=2\langle qf\rangle=\iint[q(r)-q(r')][f(r)-f(r')]\,u^2(r)u^2(r')\,dr\,dr'>0 .$$

Expanding the product confirms the equality: the two equal-argument terms give $2\langle qf\rangle$, and the cross terms vanish with $\langle f\rangle$. Thus $\langle r\rangle$ and $\langle r^2\rangle$ both grow with $\alpha$. For $A<0$, $D$ and $f'$ change sign and the trend reverses.

For an explicit slope, set $S(r)=\int_r^\infty(r'-\langle r\rangle)u^2dr'$. It vanishes at both ends and is positive between them. As $S'=-(r-\langle r\rangle)u^2$, integration by parts gives

$$\frac{d\langle r\rangle}{d\alpha}=-2\int_0^\infty S'f\,dr=2\int_0^\infty Sf'\,dr=4\int_0^\infty\frac{D\,S}{u^2}\,dr .$$

**What the eigenvalue fixes.** Where the Gaussian is negligible, $u$ obeys the Coulomb equation at energy $\varepsilon$. Its decaying solution is a Whittaker function:

$$u(r)\simeq C\,W_{Q/\kappa,1/2}(2\kappa r),\qquad\kappa=\sqrt{-2\varepsilon}.$$

All members share this shape, but not the amplitude $C$. At large $r$, $d\ln C/d\alpha=f(\infty)$. This is positive for $A>0$, because $f$ increases and has zero mean. The fit fixes the decay of the tail and leaves free how much charge lies in it. Prescribing $C$ as well would select at most one member.

### 3. The polarizability

A field $\mathcal E$ along $z$ adds $\mathcal Ez$ to the Hamiltonian and shifts the energy by $-\frac12\alpha_d\mathcal E^2$ to second order. Hence $\alpha_d=2\langle\psi|z(H-\varepsilon)^{-1}z|\psi\rangle$. Since $\cos\theta\,Y_{00}=Y_{10}/\sqrt3$, the field couples the s orbital to p functions with source $ru/\sqrt3$, so

$$(h_1-\varepsilon)w=ru,\qquad h_1=-\frac12\frac{d^2}{dr^2}+\frac1{r^2}+V,\qquad
\alpha_d=\frac23\int_0^\infty u\,r\,w\,dr .$$

The centrifugal term puts every p level above $\varepsilon$, so the inverse exists and is positive.

Put $w=uF$. The terms $-\frac12u''F+VuF-\varepsilon uF$ cancel by the equation for $u$. Multiplying the remainder by $u$ gives

$$-\tfrac12(u^2F')'+\frac{u^2F}{r^2}=r\,u^2,\qquad\alpha_d=\frac23\langle rF\rangle .$$

The potential has dropped out: within this model $\alpha_d$ is determined by the density $u^2$. This relies on s and p electrons feeling the same $V$; a separate p potential would not cancel.

The equation for $F$ is the stationarity condition of

$$J[F]=2\langle rF\rangle-\Big\langle\tfrac12F'^2+\frac{F^2}{r^2}\Big\rangle .$$

The quadratic part is negative, so the solution is the maximum, with $J=\langle rF\rangle$. Any trial $F$ therefore gives a lower bound. For $F=cr$, $J=2c\langle r^2\rangle-\frac32c^2$, which is largest at $c=\frac23\langle r^2\rangle$:

$$\alpha_d\ge\frac49\langle r^2\rangle^2 .$$

For $A>0$ this bound grows with $\alpha$. That alone does not prove that $\alpha_d$ grows, which is examined numerically below.

### 4. The two ends of the family

Take $-Q^2/2<\varepsilon<0$, so $A>0$.

**Wide Gaussian, $\alpha\to0$.** Over the size of the orbital $g\to1$, and the Gaussian becomes a constant shift, with

$$A\to A_0=\varepsilon+\frac{Q^2}2 .$$

Far out, where $g$ does fall off, the potential is at least $-Q/r$ at $r$ of order $\alpha^{-1/2}$. This tends to zero, above $\varepsilon$, so no lower state forms there. The orbital becomes hydrogenic, $u^2=4Q^3r^2e^{-2Qr}$, with

$$\langle r\rangle=\frac3{2Q},\quad\langle r^2\rangle=\frac3{Q^2},\quad\langle r^3\rangle=\frac{15}{2Q^3},\quad\langle r^4\rangle=\frac{45}{2Q^4}.$$

For the polarizability try $F=ar+br^2$. Dividing the equation for $F$ by $u^2$ leaves $Qa-2b+2Qbr=r$, so $b=1/(2Q)$ and $a=1/Q^2$. Then

$$\alpha_d\to\frac23\left(\frac{\langle r^2\rangle}{Q^2}+\frac{\langle r^3\rangle}{2Q}\right)=\frac23\cdot\frac{3+15/4}{Q^4}=\frac9{2Q^4}.$$

The initial slope of $\langle r\rangle$ follows from $\dot V=A_0(3/Q^2-r^2)$. Direct differentiation confirms that

$$D=4Q^3A_0e^{-2Qr}\left(\frac{r^4}{2Q}+\frac{r^3}{Q^2}\right),\qquad f'=A_0\left(\frac{r^2}Q+\frac{2r}{Q^2}\right).$$

Up to a constant, $f=A_0[r^3/(3Q)+r^2/Q^2]$. Subtracting its mean,

$$\frac{d\langle r\rangle}{d\alpha}\bigg|_0=2A_0\left[\frac{\langle r^4\rangle}{3Q}+\frac{\langle r^3\rangle}{Q^2}-\langle r\rangle\Big(\frac{\langle r^3\rangle}{3Q}+\frac{\langle r^2\rangle}{Q^2}\Big)\right]$$

$$=\frac{2A_0}{Q^5}\Big[\frac{15}2+\frac{15}2-\frac32\Big(\frac52+3\Big)\Big]=\frac{27A_0}{2Q^5}.$$

**Narrow Gaussian, $\alpha\to\infty$.** Compare $A$ with $e^{\alpha b^2}$ at fixed $b>0$. The term $e^{\alpha(b^2-r^2)}$ then diverges for $r<b$ and vanishes for $r>b$: it becomes a hard wall at $b$. The lowest level outside such a wall rises with $b$ from $-Q^2/2$ to $0$, and equals $\varepsilon$ at one radius $R$. If $A$ stayed above $e^{\alpha(R+\delta)^2}$ for some $\delta>0$, the level would end above $\varepsilon$; if it stayed below $e^{\alpha(R-\delta)^2}$, the level would end below. Hence $\sqrt{\ln A/\alpha}\to R$. The strength diverges, while the orbital tends to that of a Coulomb field outside a hard sphere. As this orbital has no node outside the wall, $R$ is the outermost zero of $W_{Q/\kappa,1/2}(2\kappa r)$.

### 5. Numerical example

The values $Q=1$ and $\varepsilon=-0.2$ hartree are round model parameters. They give $\kappa=0.6325$ bohr$^{-1}$ and $A_0=-0.2+0.5=0.3$ hartree. In the table $\alpha$ is in bohr$^{-2}$, $A$ in hartree, $\langle r\rangle$ in bohr, $\alpha_d$ in atomic units and the second s level $\varepsilon_2$ in hartree.

| $\alpha$ | $A$ | $\langle r\rangle$ | $\alpha_d$ | $\varepsilon_2$ |
|---|---|---|---|---|
| 0.125 | 0.450 | 2.509 | 46.00 | −0.08970 |
| 0.25 | 0.662 | 3.193 | 85.64 | −0.08356 |
| 0.5 | 1.256 | 3.616 | 115.04 | −0.07718 |
| 1 | 3.338 | 3.781 | 129.43 | −0.07501 |
| 2 | 14.66 | 3.828 | 134.84 | −0.07447 |
| 4 | 147.4 | 3.839 | 136.33 | −0.07435 |
| 8 | 6164 | 3.841 | 136.67 | −0.07433 |

All seven potentials have the same lowest level. Yet from first to last $\langle r\rangle$ grows by a factor 1.53, from 1.328 to 2.033 Å, and $\alpha_d$ by a factor 2.97, from 6.82 to 20.25 Å$^3$. The tail amplitude $C$ rises from 0.371 to 0.571 bohr$^{-1/2}$.

**One member in detail.** At $\alpha=0.5$ bohr$^{-2}$, $r_0=1.51142$ bohr, so

$$\frac{dA}{d\alpha}=1.25572\times(1.51142)^2=2.869\ \text{hartree bohr}^2 .$$

The integral over $DS/u^2$ gives $d\langle r\rangle/d\alpha=0.7756$ bohr$^3$, and a finite difference gives $d\alpha_d/d\alpha=60.87$ a.u. bohr$^2$. The relative slopes are

$$\frac{0.7756}{3.616}=0.2145\ \text{bohr}^2,\qquad\frac{60.87}{115.04}=0.5291\ \text{bohr}^2 .$$

Their ratio is 2.47, so near this member $\alpha_d$ varies as about the 2.5th power of $\langle r\rangle$. The exponent is local: it is about 2.4 at $\alpha=0.25$, 3.0 at $\alpha=1$ and 4.1 at $\alpha=4$ bohr$^{-2}$. With $\langle r^2\rangle=15.961$ bohr$^2$ the lower bound is $\frac49(15.961)^2=113.2$, against $\alpha_d=115.0$.

**The ends.** For $\alpha\to0$ the limits are $\langle r\rangle=1.5$ bohr and $\alpha_d=4.5$ a.u., with initial slope $13.5\times0.3=4.05$ bohr$^3$. The straight line gives $1.5+4.05\times0.125=2.01$ bohr at the first table entry, where the true value is 2.51; that entry is already outside the linear regime. For $\alpha\to\infty$ the wall stands at $R=0.803$ bohr, with $\langle r\rangle=3.8416$ bohr and $\alpha_d=136.76$ a.u. Between $\alpha=1$ and $8$ bohr$^{-2}$, $A$ grows more than a thousandfold, but $\langle r\rangle$ changes by 1.6% and $\alpha_d$ by 5.6%: both quantities are already close to their hard-sphere limits. The approach is slower in other respects. At $\alpha=1$ bohr$^{-2}$ the orbital still differs from the hard-sphere orbital by up to a quarter of its peak value, and at $\alpha=8$ bohr$^{-2}$ the radius $\sqrt{\ln A/\alpha}=1.04$ bohr is still well above $R$.

**A second reference level.** Let $\langle\cdot\rangle_2$ be the mean in the second s state. The Hellmann–Feynman theorem with the same $\dot V$ gives

$$\frac{d\varepsilon_2}{d\alpha}=A\big(r_0^2\langle g\rangle_2-\langle r^2g\rangle_2\big),$$

which need not vanish, since $r_0$ belongs to the first state. At $\alpha=0.5$ bohr$^{-2}$ it is 0.01106 hartree bohr$^2$. Near a member where this slope is nonzero, a prescribed $\varepsilon_2$ therefore selects $\alpha$ locally, provided it is a value the family can reach. Demanding $\varepsilon_2=-0.07718$ hartree, for instance, picks the third row among the entries of the table. The selection is not global. As $\alpha\to0$ the inner region is a Coulomb problem shifted by $A_0$, whose second s level $-Q^2/8+A_0=+0.175$ hartree is positive; the second bound s state then lies in the outer region, at $r$ of order $\alpha^{-1/2}$ or beyond, where $V\ge-Q/r\to0$, so $\varepsilon_2\to0^-$. Since $\varepsilon_2=-0.08970$ hartree at $\alpha=0.125$ bohr$^{-2}$ lies below $-0.07718$, continuity gives a second member, with $\alpha<0.125$ bohr$^{-2}$, that has the same two levels. The selection is weak near $\alpha\approx0.12$ bohr$^{-2}$, where $\varepsilon_2$ passes through a minimum of about $-0.0897$ hartree and its slope vanishes. It also weakens for narrow Gaussians: from $\alpha=4$ to $8$ bohr$^{-2}$, $\varepsilon_2$ moves by only $2.4\times10^{-5}$ hartree. A second level thus narrows the family but need not single out one member.

**The reversed trend.** For $\varepsilon=-0.6$ hartree, below $-Q^2/2$, the strengths at $\alpha=0.5$, 1 and 2 bohr$^{-2}$ are $-0.221$, $-0.333$ and $-0.559$ hartree. The mean radius falls from 1.349 through 1.319 to 1.296 bohr, as part 2 requires for $A<0$.

The numerical check checks the slopes by finite differences, $\langle r\rangle$ by direct integration of the radial equation, and $\alpha_d$ by the dipole induced in a finite field.

## Calculated quantities

```
core charge Q = 1.0 e; level eps = -0.200 hartree
kappa = 0.63246 1/bohr; Q/kappa = 1.58114 (no unit)
a [bohr^-2], A [hartree], <r> [bohr], <r^2> [bohr^2], pol [a.u.]
 0.125      0.44994   2.50902    9.0726   45.9994
 0.250      0.66200   3.19344   13.3604   85.6386
 0.500      1.25572   3.61588   15.9610  115.0437
 1.000      3.33808   3.78064   16.9493  129.4343
 2.000     14.65761   3.82794   17.2269  134.8439
 4.000    147.37645   3.83876   17.2896  136.3316
 8.000   6163.65663   3.84106   17.3027  136.6714
a [bohr^-2], tail amplitude [bohr^-1/2], 2nd s, lowest p [hartree],
  bound (4/9)<r^2>^2 [a.u.]
 0.125   0.37142  -0.089703  -0.088698   36.5835
 0.250   0.48974  -0.083559  -0.101137   79.3337
 0.500   0.54595  -0.077182  -0.109040  113.2239
 1.000   0.56492  -0.075007  -0.113452  127.6793
 2.000   0.56997  -0.074468  -0.115438  131.8955
 4.000   0.57109  -0.074352  -0.116036  132.8575
 8.000   0.57132  -0.074328  -0.116178  133.0587
largest tail-ratio deviation = 1.0e-09 (no unit)
wide limit: A = 0.300 hartree, <r> = 1.500 bohr
wide limit: pol = 4.500 a.u.
wide limit: d<r>/da = 4.0500 bohr^3 (formula)
wide limit: d<r>/da = 4.0500 bohr^3 (numerical)
hard sphere: R = 0.80293 bohr, <r> = 3.84158 bohr
hard sphere: pol = 136.7551 a.u., 2nd s = -0.074323 hartree
at a = 0.5 bohr^-2:
  <g> = 0.076782 (no unit), r0 = 1.51142 bohr
  dA/da = 2.86856 formula, 2.86856 numerical [hartree bohr^2]
  d<r>/da = 0.77563 formula, 0.77563 numerical [bohr^3]
  d(2nd s)/da = 0.011061 formula, 0.011061 numerical [hartree bohr^2]
  d(pol)/da = 60.8703 a.u. bohr^2 (numerical)
  <r> by two-sided integration = 3.61588 bohr
  pol from finite field = 115.0437 a.u.
<r> from 1.3277 to 2.0326 angstrom
pol from 6.816 to 20.253 angstrom^3
ratios last/first: <r> 1.5309, pol 2.9712 (no unit)
level -0.6 hartree: a [bohr^-2], A [hartree], <r> [bohr]
 0.500   -0.22084   1.34895
 1.000   -0.33270   1.31893
 2.000   -0.55937   1.29557
```
